# The Ring-Polymer Isomorphism from Trotter Factorization: verification in Python

```python
# RESULT UNDER TEST
# The Trotter form of Z = Tr exp(-beta H), H = p^2/2m + V(x), equals the
# classical partition function of a ring of P beads with Hamiltonian
#   H_P = sum_k [p_k^2/2m + m w_P^2 (x_k - x_{k+1})^2 / 2 + V(x_k)]
# at temperature P*T, with spring frequency w_P = P k T / hbar.
# Z_P tends to the quantum Z with an error proportional to 1/P^2.
# Symbols: beta = 1/kT, beta_P = beta/P, kappa and quart = coefficients of
# the model well V = kappa x^2/2 + quart x^4.
# Rydberg atomic units: hbar = 1, energy Ry, length bohr, electron mass 1/2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

rydberg_joule = const.Rydberg * const.h * const.c
mass = const.physical_constants['proton-electron mass ratio'][0] / 2
temperature = 300.0
kT = const.k * temperature / rydberg_joule
beta = 1 / kT
kappa, quart = 0.2, 0.2
omega = np.sqrt(kappa / mass)
time_unit_fs = const.hbar / rydberg_joule * 1e15
bohr_angstrom = const.physical_constants['Bohr radius'][0] * 1e10
ry_mev = rydberg_joule / const.e * 1e3


def well(x):
    return 0.5 * kappa * x**2 + quart * x**4


def harmonic(x):
    return 0.5 * kappa * x**2


# ---- Quantum reference: diagonalization in an oscillator basis ----
n_basis = 100
ladder = np.diag(np.sqrt(np.arange(1, n_basis)), 1)
x_op = (ladder + ladder.T) / np.sqrt(2 * mass * omega)
p_op = 1j * (ladder.T - ladder) * np.sqrt(mass * omega / 2)
x_val, x_vec = np.linalg.eigh(x_op)
p_val, p_vec = np.linalg.eigh(p_op)


def function_of_x(values):
    return (x_vec * values) @ x_vec.T


def function_of_p(values):
    return (p_vec * values) @ p_vec.conj().T


kinetic_op = function_of_p(p_val**2 / (2 * mass)).real
levels, states = np.linalg.eigh(kinetic_op + function_of_x(well(x_val)))
weights = np.exp(-beta * (levels - levels[0]))
lnZ_quantum = np.log(weights.sum()) - beta * levels[0]
weights /= weights.sum()
F_quantum = -kT * lnZ_quantum


def thermal(operator):
    return np.sum(weights * np.sum(states * (operator @ states), axis=0))


x2_quantum = thermal(function_of_x(x_val**2))
kinetic_quantum = thermal(kinetic_op)

# ---- Classical ring: configuration integral by quadrature on a grid ----
step = 0.02
grid = step * np.arange(-80, 81)


def necklace(n_beads, beta_beads, spring_freq, potential):
    """ln Z and mean x^2 of the classical ring at inverse temp beta_beads."""
    diff = grid[:, None] - grid[None, :]
    v = potential(grid)
    energy = 0.5 * mass * spring_freq**2 * diff**2
    energy = energy + 0.5 * (v[:, None] + v[None, :])
    momentum_factor = np.sqrt(mass / (2 * np.pi * beta_beads))
    link = momentum_factor * step * np.exp(-beta_beads * energy)
    diagonal = np.diag(np.linalg.matrix_power(link, n_beads))
    z = diagonal.sum()
    return np.log(z), np.sum(diagonal * grid**2) / z


def ring(n_beads, potential=well):
    return necklace(n_beads, beta / n_beads, n_beads * kT, potential)


# ---- Test: orders of the slice error and of the total Trotter error ----
rng = np.random.default_rng(7)
A = rng.normal(size=(5, 5))
B = rng.normal(size=(5, 5))
A, B = (A + A.T) / 2, (B + B.T) / 2


def split_slice(eps):
    half = expm(-eps * A / 2)
    return half @ expm(-eps * B) @ half


def slice_error(eps):
    return np.linalg.norm(split_slice(eps) - expm(-eps * (A + B)))


def total_error(n):
    product = np.linalg.matrix_power(split_slice(1 / n), n)
    return np.linalg.norm(product - expm(-(A + B)))


slice_ratio = slice_error(0.02) / slice_error(0.01)
total_ratio = total_error(100) / total_error(200)
assert abs(slice_ratio - 8) < 0.4
assert abs(total_ratio - 4) < 0.1

# ---- Test: free-particle kernel from its plane-wave integral ----
P_md = 16
beta_md = beta / P_md
distance = 0.2
k_max = 12 * np.sqrt(mass / beta_md)
kernel_waves = quad(lambda q: np.cos(q * distance)
                    * np.exp(-beta_md * q**2 / (2 * mass)) / np.pi,
                    0, k_max, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
kernel_gauss = (np.sqrt(mass / (2 * np.pi * beta_md))
                * np.exp(-mass * distance**2 / (2 * beta_md)))
assert abs(kernel_waves / kernel_gauss - 1) < 1e-8

# ---- Test: operator trace against explicit three-bead phase integral ----
b3 = beta / 3
half_v = function_of_x(np.exp(-b3 * well(x_val) / 2))
free = function_of_p(np.exp(-b3 * p_val**2 / (2 * mass)))
Z3_operator = np.trace(
    np.linalg.matrix_power(half_v @ free @ half_v, 3)).real
h3 = 0.03
g3 = h3 * np.arange(-40, 41)
xa, xb, xc = np.meshgrid(g3, g3, g3, indexing='ij', sparse=True)
spring3 = mass * (3 * kT)**2
H3 = (0.5 * spring3 * ((xa - xb)**2 + (xb - xc)**2 + (xc - xa)**2)
      + well(xa) + well(xb) + well(xc))
p_max = 12 * np.sqrt(mass / b3)
p_integral = quad(lambda p: np.exp(-b3 * p**2 / (2 * mass)),
                  -p_max, p_max, epsabs=1e-12, epsrel=1e-11)[0]
Z3_ring = (p_integral / (2 * np.pi))**3 * h3**3 * np.exp(-b3 * H3).sum()
assert abs(Z3_ring / Z3_operator - 1) < 1e-7

# ---- Test: closed form of the harmonic ring ----
for n in (1, 2, 3, 8, 32):
    a = 2 * np.arcsinh(beta * omega / (2 * n))
    closed = -np.log(2 * np.sinh(n * a / 2))
    assert abs(ring(n, harmonic)[0] - closed) < 1e-8
harmonic_quantum = -np.log(2 * np.sinh(beta * omega / 2))
harmonic_16 = ring(16, harmonic)[0]

# ---- Test: two coupled distinguishable particles of unequal mass ----
masses = np.array([mass, 2 * mass])
K2 = np.array([[0.3, -0.1], [-0.1, 0.2]])
freq2 = np.sqrt(np.linalg.eigvalsh(K2 / np.sqrt(np.outer(masses, masses))))
lnZ2_quantum = -np.sum(np.log(2 * np.sinh(beta * freq2 / 2)))


def two_particle_lnZ(n):
    eye = np.eye(n)
    lap = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
    hessian = (np.kron((n * kT)**2 * lap, np.diag(masses))
               + np.kron(eye, K2))
    logdet = np.linalg.slogdet(hessian)[1]
    return (-2 * n * np.log(beta / n) + 0.5 * n * np.log(masses).sum()
            - 0.5 * logdet)


pair_err_64 = two_particle_lnZ(64) - lnZ2_quantum
pair_err_128 = two_particle_lnZ(128) - lnZ2_quantum
assert abs(pair_err_128) < 5e-3
assert abs(pair_err_64 / pair_err_128 - 4) < 0.1

# ---- Convergence of the anharmonic ring to the quantum reference ----
bead_numbers = (1, 2, 4, 8, 16, 32, 64, 128)
table = {}
for n in bead_numbers:
    lnz, x2 = ring(n)
    table[n] = (-kT * lnz, x2)
F_ratio = (table[64][0] - F_quantum) / (table[128][0] - F_quantum)
x2_ratio = (table[64][1] - x2_quantum) / (table[128][1] - x2_quantum)
assert abs(F_ratio - 4) < 0.1
assert abs(x2_ratio - 4) < 0.1
assert abs(table[128][0] / F_quantum - 1) < 2e-3
assert abs(table[128][1] / x2_quantum - 1) < 2e-3

# ---- Same springs and potential, but beads held at T instead of P*T ----
x2_wrong = necklace(P_md, beta, P_md * kT, well)[1]
assert x2_wrong < 0.5 * x2_quantum

# ---- Langevin molecular dynamics of the ring at temperature P*T ----
spring = mass * (P_md * kT)**2
dt, friction = 6.0, 0.03
n_copies, n_equil, n_steps = 1000, 400, 3000


def force(x):
    neighbours = np.roll(x, 1, axis=0) + np.roll(x, -1, axis=0)
    return (spring * (neighbours - 2 * x)
            - x * (kappa + 4 * quart * x * x))


damp = np.exp(-friction * dt)
kick = np.sqrt((1 - damp**2) * mass * P_md * kT)
x = np.zeros((P_md, n_copies))
p = np.sqrt(mass * P_md * kT) * rng.normal(size=x.shape)
f = force(x)
copy_sum = np.zeros(n_copies)
for i in range(n_equil + n_steps):
    p += 0.5 * dt * f
    x += 0.5 * dt * p / mass
    p = damp * p + kick * rng.standard_normal(x.shape)
    x += 0.5 * dt * p / mass
    f = force(x)
    p += 0.5 * dt * f
    if i >= n_equil:
        copy_sum += np.mean(x * x, axis=0)
copy_mean = copy_sum / n_steps
x2_md = copy_mean.mean()
x2_md_error = copy_mean.std(ddof=1) / np.sqrt(n_copies)
# five standard errors: the sampling noise of independent copies
assert abs(x2_md - table[P_md][1]) < 5 * x2_md_error
assert x2_md_error < 0.01 * x2_md

bead_kinetic = P_md * kT / 2
assert bead_kinetic > 2 * kinetic_quantum

# ---- Numbers for the text ----
print(f"temperature T = {temperature:.0f} K")
print(f"kT = {kT:.7f} Ry")
print(f"beta = {beta:.3f} 1/Ry")
print(f"proton mass = {mass:.4f} Rydberg mass units (2 m_e)")
print(f"kappa = {kappa:.2f} Ry/bohr^2")
print(f"quartic coefficient c = {quart:.2f} Ry/bohr^4")
print(f"harmonic hbar*omega = {omega:.6f} Ry")
print(f"beta*hbar*omega = {beta * omega:.4f} (no unit)")
print(f"slice error ratio, step halved = {slice_ratio:.3f}")
print(f"total error ratio, slices doubled = {total_ratio:.3f}")
print(f"kernel at 0.2 bohr, P=16, waves = {kernel_waves:.8f} 1/bohr")
print(f"kernel at 0.2 bohr, P=16, Gauss = {kernel_gauss:.8f} 1/bohr")
print(f"Z_3 from operator trace = {Z3_operator:.9f}")
print(f"Z_3 from three-bead integral = {Z3_ring:.9f}")
print(f"harmonic ln Z, P=16 ring = {harmonic_16:.6f}")
print(f"harmonic ln Z, quantum = {harmonic_quantum:.6f}")
print(f"two particles: ln Z error, P=64 = {pair_err_64:.6f}")
print(f"two particles: ln Z error, P=128 = {pair_err_128:.6f}")
print("anharmonic well: P, free energy (Ry), mean x^2 (bohr^2)")
for n in bead_numbers:
    print(f"  P={n:3d}  F={table[n][0]:.7f}  x2={table[n][1]:.6f}")
print(f"quantum ground level = {levels[0]:.7f} Ry")
print(f"quantum free energy = {F_quantum:.7f} Ry")
print(f"quantum free energy = {F_quantum * ry_mev:.3f} meV")
print(f"quantum mean x^2 = {x2_quantum:.6f} bohr^2")
print(f"quantum rms x = {np.sqrt(x2_quantum):.5f} bohr")
print(f"quantum rms x = {np.sqrt(x2_quantum) * bohr_angstrom:.5f} angstrom")
print(f"F error ratio, P=64 to 128 = {F_ratio:.3f}")
print(f"x^2 error ratio, P=64 to 128 = {x2_ratio:.3f}")
print(f"P=16: bead temperature = {P_md * temperature:.0f} K")
print(f"P=16: hbar*omega_P = {P_md * kT:.6f} Ry")
print(f"P=16: spring constant = {spring:.5f} Ry/bohr^2")
print(f"MD time step = {dt:.1f} hbar/Ry")
print(f"MD time step = {dt * time_unit_fs:.4f} fs")
print(f"MD friction = {friction:.3f} Ry/hbar")
print(f"MD copies = {n_copies}, sampled steps = {n_steps}")
print(f"MD mean x^2, P=16 = {x2_md:.6f} bohr^2")
print(f"MD standard error = {x2_md_error:.6f} bohr^2")
print(f"P=16 ring held at T: mean x^2 = {x2_wrong:.6f} bohr^2")
print(f"P=16 bead kinetic energy PkT/2 = {bead_kinetic:.6f} Ry")
print(f"quantum kinetic energy = {kinetic_quantum:.6f} Ry")
print("finished without a failed check")
```

It prints:

```
temperature T = 300 K
kT = 0.0019001 Ry
beta = 526.292 1/Ry
proton mass = 918.0763 Rydberg mass units (2 m_e)
kappa = 0.20 Ry/bohr^2
quartic coefficient c = 0.20 Ry/bohr^4
harmonic hbar*omega = 0.014760 Ry
beta*hbar*omega = 7.7679 (no unit)
slice error ratio, step halved = 8.030
total error ratio, slices doubled = 4.000
kernel at 0.2 bohr, P=16, waves = 1.20605213 1/bohr
kernel at 0.2 bohr, P=16, Gauss = 1.20605213 1/bohr
Z_3 from operator trace = 0.034937437
Z_3 from three-bead integral = 0.034937436
harmonic ln Z, P=16 ring = -3.846314
harmonic ln Z, quantum = -3.883513
two particles: ln Z error, P=64 = 0.005453
two particles: ln Z error, P=128 = 0.001366
anharmonic well: P, free energy (Ry), mean x^2 (bohr^2)
  P=  1  F=0.0039429  x2=0.008648
  P=  2  F=0.0055236  x2=0.014793
  P=  4  F=0.0068765  x2=0.022406
  P=  8  F=0.0076489  x2=0.028120
  P= 16  F=0.0079408  x2=0.030599
  P= 32  F=0.0080260  x2=0.031354
  P= 64  F=0.0080483  x2=0.031554
  P=128  F=0.0080539  x2=0.031604
quantum ground level = 0.0080560 Ry
quantum free energy = 0.0080558 Ry
quantum free energy = 109.605 meV
quantum mean x^2 = 0.031621 bohr^2
quantum rms x = 0.17782 bohr
quantum rms x = 0.09410 angstrom
F error ratio, P=64 to 128 = 3.990
x^2 error ratio, P=64 to 128 = 3.988
P=16: bead temperature = 4800 K
P=16: hbar*omega_P = 0.030401 Ry
P=16: spring constant = 0.84853 Ry/bohr^2
MD time step = 6.0 hbar/Ry
MD time step = 0.2903 fs
MD friction = 0.030 Ry/hbar
MD copies = 1000, sampled steps = 3000
MD mean x^2, P=16 = 0.030617 bohr^2
MD standard error = 0.000034 bohr^2
P=16 ring held at T: mean x^2 = 0.002212 bohr^2
P=16 bead kinetic energy PkT/2 = 0.015201 Ry
quantum kinetic energy = 0.004318 Ry
finished without a failed check
```
